# The linear electro-optic coefficient from quadratic polarization optics

## A voltage and a beam of light

Light of wavelength 1550 nm travels through a ferroelectric waveguide between two electrodes. A few volts shift its phase by half a cycle, and reversing the voltage reverses the shift. The refractive index therefore contains a term linear in the field. Yet the nonpolar parent structure of many ferroelectrics has inversion symmetry, which forbids such a term. The spontaneous polarization must supply the linear effect, and the question is how large it is.

Let $n$ be the index for light polarized along the polar axis, and $B=1/n^2$ the corresponding optical impermeability. The linear electro-optic coefficient is $r=dB/dE$ at zero field. The low-frequency field $E$ is the macroscopic field inside the crystal, positive along the spontaneous polarization $P_s$. With $\varepsilon=dD/dE$ the absolute permittivity along that axis, the result at fixed strain is

$$r=2gP_s(\varepsilon-\varepsilon_0)\simeq2g\varepsilon P_s\quad(\varepsilon\gg\varepsilon_0).$$

Here $g$, in m$^4$/C$^2$, measures how $B$ changes with the square of the polarization. The shorter form is an approximation: the vacuum contributes to $\varepsilon$ but does not polarize the crystal.

## What both derivations need

**The index seen by the light.** For a plane wave with unit wavevector $\hat k$ in a nonmagnetic crystal, Maxwell's equations give

$$n^2\left[\mathbf E_\omega-\hat k(\hat k\cdot\mathbf E_\omega)\right]=\mathbf D_\omega/\varepsilon_0 .$$

The bracket is the part of the optical field normal to $\hat k$. Define the tensor $B=\varepsilon_0\varepsilon_{\rm opt}^{-1}$, so that $\mathbf E_\omega=B\mathbf D_\omega/\varepsilon_0$. Since $\mathbf D_\omega$ is itself normal to $\hat k$, projecting with $\Pi=1-\hat k\hat k^{T}$ gives

$$\Pi B\Pi\,\mathbf D_\omega=\frac1{n^2}\mathbf D_\omega .$$

The values of $1/n^2$ are thus the eigenvalues of $B$ in the plane normal to $\hat k$. In a uniaxial crystal, light travelling perpendicular to the polar axis and polarized along it has $1/n^2=B_{33}$. A field along the axis preserves this symmetry, so one scalar $B$ suffices.

**The quadratic law.** Inversion of the parent structure changes $P$ to $-P$ but leaves the optical tensor unchanged. An expansion about the parent therefore has no odd powers:

$$B(P)=B_0+gP^2+O(P^4).$$

I drop the quartic term for now. $P$ is the total low-frequency polarization, with lattice and electronic parts. Using it as the only variable assumes that both parts act on $B$ with the same $g$, and that every polar lattice mode does too. A crystal such as lithium niobate has several such modes, and a field need not move the ions in the pattern of the spontaneous distortion. If the modes act differently on $B$, a $g$ taken from the spontaneous state does not fix $r$, even when $B$ is exactly quadratic in the mode amplitudes.

**Fixed strain.** The crystal keeps its spontaneous strain while the field is applied. This describes a field that varies too fast for the crystal to deform, but slowly compared with its polar lattice vibrations. Both $g$ and $\varepsilon$ must then be the clamped quantities.

## First derivation: follow the polarization

Let a small field change the polarization from $P_s$ to $P_s+\delta P$. Then

$$\delta B=g(P_s+\delta P)^2-gP_s^2=2gP_s\,\delta P+g(\delta P)^2 .$$

The first term is linear because the crystal is already polarized. The factor 2 comes from the cross term of the square.

Next, $\delta P$ must be expressed through the field. The definition $D=\varepsilon_0E+P$ gives

$$\varepsilon=\frac{dD}{dE}=\varepsilon_0+\frac{dP}{dE},\qquad \chi\equiv\frac{dP}{dE}=\varepsilon-\varepsilon_0 .$$

To first order $\delta P=\chi E$, so

$$\delta B=2gP_s\chi E,\qquad r=2gP_s(\varepsilon-\varepsilon_0).$$

Replacing $\varepsilon-\varepsilon_0$ by $\varepsilon$ overestimates $r$ by the fraction $\varepsilon_0/(\varepsilon-\varepsilon_0)$ of the correct value. The units agree: m$^4$/C$^2$ times C/m$^2$ times F/m is m/V.

**Other components.** The same argument with tensors starts from $B_{ij}=B^0_{ij}+g_{ijkl}P_kP_l$, where $g_{ijkl}$ is symmetric in $k,l$ and repeated indices are summed. The two first-order terms are then equal, and

$$\delta B_{ij}=2g_{ijlm}P_l\,\delta P_m,\qquad r_{ijk}=2g_{ijlm}P_l\chi_{mk}.$$

For a cubic parent polarized along $z$, this gives $r_{33}=2g_{11}P_s\chi_{33}$ and $r_{13}=2g_{12}P_s\chi_{33}$. The shear coefficient looks different. With the convention $B_{23}=g_{44}P_2P_3$, a field along $y$ produces $P_2=\chi_{11}E_2$ while $P_3=P_s$, so $r_{42}=g_{44}P_s\chi_{11}$. There is no 2 because $g_{44}=2g_{2323}$ already contains it.

**Domains and the parent phase.** To compare domains, measure $E$ along one fixed direction, and call a domain positive if its polarization points that way. Reversing $P_s$ then leaves $g$ and $\chi$ unchanged and reverses $r$. If a light path crosses domains of both signs in a uniform field, with a fraction $f$ of its length in positive domains, the phase shifts add to an effective coefficient $[f-(1-f)]r=(2f-1)r$. It vanishes for equal fractions.

In the parent phase $P_s=0$, and a linear dielectric has $\delta B=g\chi^2E^2$. A steady bias $E_b$ restores a linear response: the slope at the bias is $2g\chi^2E_b$. This is the same formula with the induced polarization $\chi E_b$ in place of $P_s$.

## Second derivation: let the light act on the crystal

The coefficient can also be found from the reverse effect, the static polarization that light produces. Let a crystal of volume $V$ hold $N$ photons in one running-wave mode of fixed wavevector $k$. It is transparent at the optical frequency. Its free-energy density without light is $F(P)$, at fixed strain and temperature, with $F'(P)=E$ in equilibrium. A fast field leaves no time for heat to flow, so the response is strictly adiabatic; its difference from the response at fixed temperature is neglected here. The slow polarization sees the photon energy $\hbar\omega(P)$ as an additional potential. At fixed field the equilibrium state minimizes

$$\mathcal G=V[F(P)-EP]+N\hbar\omega(P).$$

At the minimum a small change of $P$ does not alter $\mathcal G$ to first order. The derivatives of its minimum value are therefore the explicit ones:

$$\frac{\partial\mathcal G}{\partial E}=-VP,\qquad \frac{\partial\mathcal G}{\partial N}=\hbar\omega .$$

The mixed second derivative does not depend on the order of differentiation. Hence

$$\hbar\frac{\partial\omega}{\partial E}=-V\frac{\partial P}{\partial N}.$$

The left side is the electro-optic effect. The right side is the polarization produced by light, which follows from the condition for the minimum:

$$F'(P)-E+\frac{N\hbar}{V}\omega'(P)=0 .$$

Differentiate with respect to $N$ at fixed $E$, then set $N=0$. The term containing $N\omega''$ vanishes, leaving

$$F''(P_s)\frac{\partial P}{\partial N}+\frac{\hbar}{V}\omega'(P_s)=0 .$$

Differentiating $F'(P)=E$ gives $F''=1/\chi$. Therefore

$$\frac{\partial P}{\partial N}=-\frac{\hbar\chi}{V}\omega'(P_s),\qquad
\frac{\partial\omega}{\partial E}=\chi\,\omega'(P_s).$$

It remains to turn frequency shifts at fixed $k$ into changes of $B$ at fixed $\omega$. The mode obeys $\omega^2=c^2k^2B(P,\omega)$. Differentiating with respect to $P$, and including the dispersion of $B$, gives

$$\left(2\omega-c^2k^2\frac{\partial B}{\partial\omega}\right)\omega'(P)
=c^2k^2\frac{\partial B}{\partial P}.$$

If $E$ is the variable instead, the same bracket appears:

$$\left(2\omega-c^2k^2\frac{\partial B}{\partial\omega}\right)\frac{\partial\omega}{\partial E}=c^2k^2r .$$

Dividing the second equation by the first removes the bracket:

$$\frac{r}{\partial B/\partial P}=\frac{\partial\omega/\partial E}{\omega'(P_s)}=\chi .$$

Since $\partial B/\partial P=2gP_s$, this again gives $r=2gP_s(\varepsilon-\varepsilon_0)$.

The signs have a direct meaning. For $g>0$, a larger polarization raises $B$ and hence the photon energy at fixed $k$. Light therefore pushes the polarization down. Correspondingly, a field that raises the polarization lowers the index.

## What each derivation assumes

Both routes use the quadratic law, fixed strain and a uniform polarization. Neither determines $g$, which must come from measurement or from a theory of the electrons.

The first needs only a differentiable response $P(E)$ near the operating state. It also applies to a weak alternating field if $\chi$ is replaced by the complex response at that frequency. The second needs more: an energy function, a stable equilibrium and a transparent crystal. In return it shows that modulation of light by a field and polarization of the crystal by light are governed by one coefficient.

The routes also place $\varepsilon_0$ differently. In the first, it is subtracted when $D$ is converted to $P$. In the second, $\chi$ appears at once as the inverse curvature of the energy, and $\varepsilon_0$ enters only when $\chi$ is expressed through the permittivity.

## A modulator at 1550 nm

Take rough values in the regime of lithium niobate: $P_s=70$ uC/cm$^2$ (0.70 C/m$^2$), relative clamped permittivity 28, $g=0.09$ m$^4$/C$^2$ and $n=2.14$. Its parent structure is centrosymmetric but not cubic, which is sufficient for the polar-axis relation. The susceptibility is

$$\chi=(28-1)\varepsilon_0=2.391\times10^{-10}\ \text{F/m},$$

and hence

$$r=2(0.09)(0.70)(2.391\times10^{-10})\ \text{m/V}=30.1\ \text{pm/V}.$$

The form $2g\varepsilon P_s$ gives 31.2 pm/V, an excess of 3.7%.

From $n=B^{-1/2}$, a small change of $B$ gives $\delta n=-\tfrac12n^3\delta B=-\tfrac12n^3rE$. For length $L$ and electrode gap $h$, a uniform field is $E=V_a/h$, where $V_a$ is the applied voltage. The size of the phase shift is $2\pi L|\delta n|/\lambda=\pi Ln^3rV_a/(\lambda h)$. Setting it equal to $\pi$ gives the half-wave voltage

$$V_\pi=\frac{\lambda h}{n^3rL}.$$

With $h=6$ um and $L=10$ mm this is 3.15 V. The field is 0.00525 MV/cm and the index change is $-7.7\times10^{-5}$.

**Beside a real device.** A clamped coefficient of roughly 30 pm/V is typical of lithium niobate. Because $g$ was taken from the same regime, the agreement shows that the values are consistent; it is not an independent prediction. The geometry of a device also matters. Electrodes beside a waveguide do not fill the optical mode with the uniform field $V_a/h$. If the effective field is half that value, a rough figure, the half-wave voltage doubles to 6.3 V. In a thin film part of the light also lies outside the crystal, so the mode index shifts by less than $\delta n$. The formula further takes the field as steady while light crosses the device, a time $nL/c\approx70$ ps. With lumped electrodes the required voltage is about a quarter higher at 5 GHz, so faster devices need electrodes on which the signal travels with the light.

## Where the formula loses accuracy

**Two kinds of polarization.** The electronic part of $\chi$ is about $\varepsilon_0(n^2-1)$. Its share is $(n^2-1)/(28-1)=13.3\%$. Suppose this part changes $B$ with $s$ times the slope $2gP_s$ of the lattice part. Then $r$ is multiplied by $1-0.133(1-s)$. For $s=0$ it falls by 13%. This is a scale, not a bound, since nothing here restricts $s$ to lie between 0 and 1.

**Quartic optics.** The term $gP_s^2=0.0441$ is not small beside $B=0.2184$, so terms beyond the quadratic law may matter. A bound-electron model estimates them. Let the squared resonance energy be $W=W_0+\kappa P^2$ and the strength $F_e$ be fixed, with local-field effects ignored:

$$n^2-1=\frac{F_e}{W-(\hbar\omega)^2}.$$

Writing $A=W-(\hbar\omega)^2$ gives $B=A/(A+F_e)$ and $1-B=F_e/(A+F_e)$. Since $dA/d(P^2)=\kappa$, the local slope is

$$\frac{dB}{d(P^2)}=\frac{\kappa F_e}{(A+F_e)^2}=\frac{\kappa}{F_e}(1-B)^2 .$$

With $A_0$ and $B_0$ the values at $P=0$, the average slope between the parent and the polar state is

$$\frac{B-B_0}{P_s^2}=\frac{\kappa F_e}{(A_0+F_e)(A+F_e)}=\frac{\kappa}{F_e}(1-B_0)(1-B).$$

The ratio of local to average slope is $(1-B)/(1-B_0)$. If 0.09 is the average slope, $B_0=0.2184-0.0441=0.1743$ and the ratio is 0.947. The electro-optic effect uses the local slope, so in this one-resonance model $r$ would be about 5% smaller. The figure depends on the model: if one resonance carries only a small part of the index but all of the shift, the correction can be much larger. With $A$ and $A_0$ now referring to that resonance, the ratio is $(B/B_0)(A_0/A)$. It depends on the share of $n^2-1$ the resonance supplies, not on its energy, and is 0.38 if it supplies 0.5 of the 3.58. If 0.09 is already the local slope, no such correction is due.

The model also gives dispersion. At fixed $P_s$, the local slope varies as $(1-1/n^2)^2$. With $n=2.20$ at 633 nm, it is 3.0% larger there than at 1550 nm. In this model, a coefficient $g$ found in red light would overestimate the infrared $r$ by that fraction. The figure is sensitive to the rounding of the indices: 2.202 and 2.138 give 3.3%. With several resonances that shift by different amounts, the size and even the sign of the difference can change.

**Strain.** Let one strain $S$ also act on the optics, $B=B_0+gP^2+pS$. At fixed $S$, the derivative is $r^S=2gP_s\chi^S$. In a free crystal the field also changes $S$, at the rate $d=dS/dE$, so

$$r^T=r^S+p^Ed,\qquad p^E=p+2gP_s\left(\frac{\partial P}{\partial S}\right)_E .$$

The second part of $p^E$ is the optical effect of polarization produced by strain. The free susceptibility $\chi^T$ already includes this polarization. If $2gP_s\chi^T$ is used in place of $r^S$, the strain term must therefore be $pd$; using $p^Ed$ would count the effect twice.

A numerical test used the energy $-\tfrac12P^2+\tfrac14P^4+5S^2-SP^2-EP$ in reduced units, with $g=0.1$ and $p=0.3$. Solving for the equilibrium states gave $r^S=0.0894$, $p^Ed=0.0559$ and $r^T=0.1453$, which satisfy the relation. Here strain raises $r$ by more than half, so its neglect is not justified in general.

For the modulator, take rough elasto-optic constants $p_{33}=0.07$ and $p_{31}=0.2$ at fixed field, and piezoelectric constants $d_{33}=6$ and $d_{31}=-1$ pm/V. The contributions are $p_{33}d_{33}=0.42$ and $2p_{31}d_{31}=-0.40$ pm/V. They nearly cancel, but the inputs are too rough to rely on that. The sum of their sizes, 0.82 pm/V, is 2.7% of $r$. A free crystal also changes length along the beam. The change $d_{31}EL$ adds a phase of size at most $2\pi nL|d_{31}|E/\lambda$; it is smaller if the added length replaces air. Divided by the index effect $\pi Ln^3rE/\lambda$, this bound is $2|d_{31}|/(n^2r)=1.4\%$ for these inputs.

**Larger fields.** Let the clamped crystal obey $E=aP+bP^3$ with $a<0$ and $b>0$. At zero field $a=-bP_s^2$, so $1/\chi=a+3bP_s^2=2bP_s^2$. Expansion about $P_s$ gives

$$E=\frac{\delta P}{\chi}+3bP_s(\delta P)^2+\cdots .$$

Insert $\delta P=\chi E+qE^2$. The coefficient of $E^2$ must vanish, so $q=-3bP_s\chi^3=-3\chi^2/(2P_s)$. Then

$$\delta B=2gP_s\chi E+(2gP_sq+g\chi^2)E^2=2gP_s\chi E-2g\chi^2E^2 .$$

The second term divided by the first is $-\chi E/P_s=-1.8\times10^{-4}$ at the half-wave field. The phase calculated from the full equation of state is $0.99977\pi$. Most of its shortfall of $2.3\times10^{-4}$ is this term. The rest comes from the next term in $n=B^{-1/2}$, whose relative size is $-\tfrac34n^2rE\simeq-0.5\times10^{-4}$.

The field is also only 2.6% of a rough coercive field of 0.2 MV/cm, a value for congruent lithium niobate. Near-stoichiometric or Mg-doped crystals switch at much lower fields, so their margin is smaller. The quartic equation of state would switch only at $P_s/(3\sqrt3\chi)=5.6$ MV/cm, so it does not describe real switching. That comparison matters when the field opposes $P_s$ and could reverse it.

**Temperature.** In the same model let $a$ be proportional to $T-T_c$, with $b$ and $g$ constant. Then $P_s=\sqrt{-a/b}$ and $\chi=1/(-2a)$, so

$$r=2g\sqrt{\frac{-a}{b}}\,\frac1{-2a}=\frac{g}{\sqrt{-ab}}\propto(T_c-T)^{-1/2}.$$

The susceptibility grows faster than the polarization falls. For a rough $T_c$ of 1400 K, this model gives a 2.4% rise in $r$ on warming from 300 to 350 K. A sixth-order term in the energy would change the figure, so it is not a prediction for lithium niobate. Close to $T_c$ the coefficient grows without limit in this mean-field model, but its range of use shrinks: the ratio $\chi E/P_s$ grows as $(T_c-T)^{-3/2}$ at fixed field. The linear formula fails when that ratio is no longer small.

The full set of values is in the numerical output.

## Computed values

```
INPUTS (rough, lithium niobate regime)
spontaneous polarization: 70 uC/cm2
relative clamped permittivity: 28
g: 0.09 m^4/C^2
wavelength: 1550 nm; index: 2.14
red wavelength: 633 nm; index: 2.20
electrode gap: 6 um; length: 10 mm
RESULTS
absolute permittivity eps: 2.4792e-10 F/m
chi = eps - eps0: 2.3906e-10 F/m
r = 2 g P (eps - eps0): 30.12 pm/V
r from equation of state: 30.12 pm/V
limit 2 g eps P: 31.24 pm/V
excess of the limit: 3.70 %
half-wave voltage, uniform field: 3.150 V
field at half-wave voltage: 0.00525 MV/cm
index change at that field: -7.748e-05
phase from full equation of state: 0.99977 pi
QUADRATIC LAW AND BOUND-ELECTRON MODEL
g P^2: 0.0441; B polar: 0.2184
B parent: 0.1743
resonance energy, polar state: 6.91 eV
resonance energy, parent: 6.02 eV
local g / chord g: 0.9466
local g, red / operating: 1.0303
OTHER NEGLECTED EFFECTS
electronic share of chi: 13.3 %
rough p33, p31: 0.07, 0.2
rough d33, d31: 6, -1 pm/V
strain terms, sum of sizes: 0.82 pm/V
strain terms relative to r: 2.7 %
length change / index effect, bound: 1.4 %
second order / first order: -1.79e-04
temperature: 300 K; rough Curie: 1400 K
change of r on warming 50 K: 2.35 %
rough coercive field: 0.2 MV/cm
field / coercive field: 0.0263
rough field-light overlap: 0.5
half-wave voltage with overlap: 6.30 V
STRAIN TEST (reduced units)
clamped r: 0.08944; free r: 0.14534
p at fixed field times d: 0.05590
```
